# A gate insulator as a Robin boundary condition: the lateral error

## Problem

A thin-film transistor has a plane metal gate at $y=0$, an insulator of thickness $t$ and permittivity $\varepsilon_i$ in $0<y<t$, and a semiconductor film of thickness $d$ and permittivity $\varepsilon_s$ in $t<y<t+d$. The insulator is uniform, linear and free of charge, and the gate is at the uniform potential $V_G$. To save grid points, a device simulator leaves the insulator out and imposes a boundary condition on the lower face of the film.

(a) Derive that condition for potentials that do not vary along $x$.

(b) The interface potential now contains a part $\varphi_k\cos kx$, with $k$ real. Find the capacitance per area $C(k)$ that the insulator presents to this part, and compare it with the value implied by the boundary condition.

(c) An interface charge of amplitude $5\times10^{9}$ elementary charges per cm² varies as $\cos kx$ with a period of 1000 nm. Take $t=100$ nm, $d=40$ nm, relative permittivities 3.9 and 10, and a film without mobile charge whose top passes no flux. Find the amplitude of the interface potential and the error made by the boundary condition.

*Convention.* The displacement is $\mathbf D=-\varepsilon\nabla\varphi$. The capacitance is the charge per area on the semiconductor side that the field in the insulator requires, divided by the interface potential, both taken as deviations at fixed $V_G$. The flux entering the insulator from above is $-D_y(t^-)$, so
$$C=\frac{-\delta D_y(t^-)}{\delta\varphi_s},\qquad \varphi_s(x)=\varphi(x,t).$$

## A tempting solution

For part (a), a potential that depends on $y$ alone obeys $\varphi''=0$ in the insulator. It is therefore a straight line from $V_G$ to $\varphi_s$, and
$$D_y(t^-)=-\varepsilon_i\frac{\varphi_s-V_G}{t}=C_0\,(V_G-\varphi_s),\qquad C_0=\frac{\varepsilon_i}{t}.$$
Gauss's law at an interface with sheet charge $\sigma$ reads $D_y(t^+)-D_y(t^-)=\sigma$. Since $D_y(t^+)=-\varepsilon_s\,\partial_y\varphi|_{t^+}$,
$$-\varepsilon_s\,\partial_y\varphi\big|_{t^+}=C_0\,(V_G-\varphi_s)+\sigma .\tag{1}$$
This ties the normal derivative to the value at the same point, which makes it a Robin condition.

For part (b), the argument continues: "The insulator holds no charge, so no field lines begin or end in it. Hence $D_y$ is the same at its top and bottom, above every point $x$. Each vertical column is a small parallel-plate capacitor, and $C(k)=C_0$ for every $k$."

For part (c), the film's own response is needed. With no charge in the film, its potential deviation $u=f(y)\cos kx$ obeys $f''=k^2f$, with $f'(t+d)=0$ and $f(t)=\varphi_k$. Thus
$$f(y)=\varphi_k\frac{\cosh k(t+d-y)}{\cosh kd},\qquad -\varepsilon_s f'(t)=\varepsilon_s k\tanh(kd)\,\varphi_k\equiv C_s\,\varphi_k .$$
The amplitude of Gauss's law is then $C_s\varphi_k+C_0\varphi_k=\sigma_k$. The charge amplitude is $5\times10^9\times1.602\times10^{-19}$ C/cm² $=0.801$ nC/cm². With $C_0=34.53$ nF/cm² and $C_s=13.69$ nF/cm²,
$$\varphi_k=\frac{0.801\ \text{nC/cm}^2}{(34.53+13.69)\ \text{nF/cm}^2}=16.6\ \text{mV}.$$

## Where it fails

Part (a) is right, and so is the treatment of the film. The fault is the step from "no charge" to "the same $D_y$ at top and bottom". Absence of charge means
$$\partial_xD_x+\partial_yD_y=0,$$
and $D_y$ is independent of $y$ only if $\partial_xD_x=0$. When the interface potential varies along $x$, there is a lateral field just below it. Consider the field of the varying part alone, with the uniform field of the gate bias subtracted. Some of its lines that leave a crest of the potential bend over and end on a neighbouring trough, without reaching the gate. The columns are not separate capacitors.

## The right solution

### The capacitance at wave number $k$

The equations in the insulator are linear, so the laterally uniform part of the potential can be subtracted. It carries the whole gate voltage. The remainder vanishes on the gate and has the form
$$u(x,y)=\varphi_k\,p(y)\cos kx,\qquad p(0)=0,\quad p(t)=1.$$
Laplace's equation gives $p''-k^2p=0$, with the general solution $p=A\sinh ky+B\cosh ky$. The condition at $y=0$ gives $B=0$, and the condition at $y=t$ gives $A=1/\sinh kt$:
$$p(y)=\frac{\sinh ky}{\sinh kt},\qquad p'(y)=\frac{k\cosh ky}{\sinh kt}.$$
The amplitude of $-D_y(t^-)$ is $\varepsilon_i\,p'(t)\,\varphi_k$. Therefore
$$\boxed{\,C(k)=\varepsilon_i k\coth kt=C_0\,F(kt),\qquad F(z)=z\coth z\,}\tag{2}$$
The true capacitance is the Robin value multiplied by $kt\coth kt$; the relative excess is $kt\coth kt-1$.

The sign of the excess can be read from the profile. Because $p''=k^2p>0$ inside the insulator, $p$ is convex, and its slope at the top exceeds its mean slope $1/t$. The Robin condition uses the mean slope.

### Where the extra flux goes

The charge induced on the gate has the amplitude $D_y(0^+)=-\varepsilon_i p'(0)\varphi_k$, whose magnitude per interface potential is
$$C_g(k)=\frac{\varepsilon_i k}{\sinh kt}=C_0\,\frac{kt}{\sinh kt}\le C_0 .$$
So the statement that the capacitance is larger refers to the semiconductor side. On the gate side the Robin value is too large. The difference is the flux that turns sideways:
$$C-C_g=\varepsilon_i k\,\frac{\cosh kt-1}{\sinh kt}=\varepsilon_i k\tanh\frac{kt}{2}.$$
The last step uses $\cosh z-1=2\sinh^2(z/2)$ and $\sinh z=2\sinh(z/2)\cosh(z/2)$.

The same coefficient appears if the gate potential itself has a part $V_k\cos kx$. The amplitude of the potential is then $[\varphi_k\sinh ky+V_k\sinh k(t-y)]/\sinh kt$, and differentiation at $y=t$ gives
$$D_y(t^-)=C_g(k)\,V_k-C(k)\,\varphi_k .$$
This is not $C(k)(V_k-\varphi_k)$. Replacing $C_0$ by $C(k)$ in (1) is justified for $k\neq0$ because the gate is an equipotential.

### Bounds from the energy

The mean field energy per area of the mode is $\tfrac14\varphi_k^2J[p]$, where
$$J[p]=\varepsilon_i\int_0^t\left(p'^2+k^2p^2\right)dy .$$
One factor ½ comes from the energy density and the other from averaging $\cos^2kx$ or $\sin^2kx$. For the true profile, integration by parts gives $\int p'^2dy=p(t)p'(t)-\int pp''dy=p'(t)-k^2\int p^2dy$, so $J[p]=\varepsilon_ip'(t)=C(k)$.

Now add any $\eta(y)$ that vanishes at both ends. The cross term is $2\varepsilon_i\int(p'\eta'+k^2p\eta)\,dy=2\varepsilon_i\int(-p''+k^2p)\eta\,dy=0$, so $J[p+\eta]=J[p]+J[\eta]\ge J[p]$. The true profile minimizes $J$, and two bounds follow.

- Dropping the lateral energy $k^2p^2$ and using the Cauchy–Schwarz inequality gives $J\ge\varepsilon_i\int p'^2dy\ge\varepsilon_i\left(\int p'\,dy\right)^2/t=\varepsilon_i/t$.
- The straight-line trial profile $y/t$ gives $J\le\varepsilon_i\left(1/t+k^2t/3\right)$.

Together,
$$1\le F(kt)\le1+\tfrac13(kt)^2 .\tag{3}$$
The Robin condition thus amounts to a straight-line potential whose lateral field costs nothing.

### Long and short waves

For small $z$, write $F=\cosh z/(\sinh z/z)=1+az^2+bz^4+\dots$ and multiply out:
$$1+\frac{z^2}{2}+\frac{z^4}{24}+\dots=\left(1+az^2+bz^4+\dots\right)\left(1+\frac{z^2}{6}+\frac{z^4}{120}+\dots\right).$$
The $z^2$ terms give $a=\tfrac12-\tfrac16=\tfrac13$. The $z^4$ terms give $b=\tfrac1{24}-\tfrac1{120}-\tfrac1{18}=-\tfrac1{45}$. Hence
$$F(z)=1+\frac{z^2}{3}-\frac{z^4}{45}+\dots$$

For $kt\gg1$, $\coth kt\to1$ and $C\to\varepsilon_ik$. The thickness drops out, because the field dies away within a depth $1/k$ and does not reach the gate.

The capacitance excess reaches 1 % at $kt=0.173$, a wavelength of $36\,t$, and 10 % at $kt=0.553$, a wavelength of $11.4\,t$. For 100 nm of insulator these wavelengths are about 3.6 µm and 1.1 µm. A lateral feature can therefore be many times longer than the insulator is thick and still be affected.

### A better local condition

Since $k^2$ corresponds to $-\partial_x^2$, the first correction can be kept without solving for the insulator:
$$-\varepsilon_s\,\partial_y\varphi\big|_{t^+}=C_0(V_G-\varphi_s)+\frac{\varepsilon_it}{3}\,\partial_x^2\varphi_s+\sigma .\tag{4}$$
To check the sign, insert $\varphi_s=\varphi_k\cos kx$: the second term becomes $-\tfrac13C_0(kt)^2\varphi_s$, which adds to $-C_0\varphi_s$ as required. By (3), condition (4) never makes the capacitance too small. It does make it much too large when $kt\gg1$, where its value grows as $k^2$ and the true one as $k$.

## Numbers for part (c)

The wave number is $k=2\pi/(1000\ \text{nm})=0.006283$ nm⁻¹, so $kt=0.6283$ and $F=1.128$. The true capacitance is $1.1283\times34.53=38.96$ nF/cm². Gauss's law now gives
$$\varphi_k=\frac{\sigma_k}{C(k)+C_s}=\frac{0.801\ \text{nC/cm}^2}{(38.96+13.69)\ \text{nF/cm}^2}=15.2\ \text{mV}.$$
The Robin result of 16.6 mV is 9.2 % above this. The potential error is smaller than the 12.8 % capacitance excess because the film, treated alike in both calculations, carries part of the response.

Below threshold, in the nondegenerate limit, the electron density follows $\exp(\varphi/V_T)$ with $V_T=25.85$ mV at 300 K. At a crest the Robin condition overestimates the density by the factor $\exp[(16.61-15.21)/25.85]$, or by nearly 6 %.

The energy confirms the cause. In units of $C_0$, the vertical field contributes 1.003 and the lateral field 0.125. Nearly all the excess is lateral field energy, and bending of the vertical profile adds little. The gate-side charge is 0.937 of the Robin value. Of the flux that the varying part of the field sends into the insulator under a crest, the fraction $0.937/1.128=0.83$ reaches the gate and 17 % goes to the neighbouring troughs.

A finite-volume solution of Laplace's equation in the insulator gives the same two factors, 1.1283 and 0.9371. At $kt=5.03$, where the gate-side charge is exponentially small, the grid value is 1.18 % off formula $C_g$. Halving both grid spacings reduces this to 0.29 %, the fourfold drop expected of a second-order discretization error.

With everything but the wavelength held fixed, the errors are:

| wavelength (nm) | $F$ | Robin error of potential |
|---|---|---|
| 4000 | 1.008 | 0.8 % |
| 2000 | 1.033 | 3.0 % |
| 1000 | 1.128 | 9.2 % |
| 500 | 1.478 | 19 % |
| 200 | 3.153 | 27 % |

The potential error does not follow $F$ to large values. When $kt$ and $kd$ are both large, $C_s\to\varepsilon_sk$ and
$$\frac{C+C_s}{C_0+C_s}\to\frac{\varepsilon_ik+\varepsilon_sk}{\varepsilon_sk}=1+\frac{\varepsilon_i}{\varepsilon_s}=1.39 .$$
The error tends to 39 %, while the potential produced by a given charge amplitude itself falls as $1/k$.

A less regular charge contains many wave numbers at once. Take parallel Gaussian stripes of rms width 50 nm, repeated every 1000 nm, with a peak density of $5\times10^9$ elementary charges per cm². The peak potential is 9.54 mV with the insulator included, 10.53 mV with the Robin condition (10.4 % high) and 9.41 mV with condition (4) (1.3 % low). The sign of the last error agrees with the upper bound in (3).

## When the potential decays instead of oscillating

Near a source or drain contact, and with no flux through the top of the film, the disturbance is a sum of parts that die away along the film as $e^{-\kappa x}$. For one such part $u$, $\partial_x^2u=+\kappa^2u$, and Laplace's equation becomes $p''=-\kappa^2p$. The insulator profile is $p=\sin\kappa y/\sin\kappa t$, so the factor multiplying $C_0$ is
$$t\,p'(t)=\kappa t\cot\kappa t .$$
It is below 1 for $0<\kappa t<\pi$: up to $\pi/2$ because $\tan z>z$, and beyond that because the cotangent is zero or negative. The profile is now concave, and its slope at the top lies below the mean. Here the Robin capacitance is too large.

The decay constant is fixed by matching to the film, where $u\propto\cos\kappa(t+d-y)$. Its flux at the interface is $D_y(t^+)=-\varepsilon_s\kappa\tan(\kappa d)\,u$. With no extra sheet charge this equals $D_y(t^-)=-\varepsilon_i\kappa\cot(\kappa t)\,u$, so
$$\varepsilon_i\cot\kappa t=\varepsilon_s\tan\kappa d,\qquad\text{whereas Robin gives}\qquad C_0=\varepsilon_s\kappa\tan\kappa d .$$
The smallest root belongs to the slowest decay, which dominates far from the contact. For the present layers the decay length $1/\kappa$ is 119 nm; the Robin condition gives 104 nm, 13 % too short. At the true root the factor $\kappa t\cot\kappa t$ is 0.75. For this closed film, a simulation with the Robin condition thus overestimates the potential of periodic interface charge and underestimates the reach of a contact. With air above the film, field lines through the air leave a tail that falls only as a power of the distance, so far from the contact these decay lengths no longer set the reach.

## The model beside a real device

The layers resemble an indium gallium zinc oxide test transistor on thermally oxidized, heavily doped silicon; all material values here are rough and typical. The film model is a weak part, since a real film has air or another layer above it and contains states and electrons that screen. The interface charge is also treated as smooth. At $5\times10^9$ cm⁻² single charges lie about 140 nm apart, and if they are placed at random they add fluctuations of roughly 8 mV rms to the potential averaged over the thickness of the bare film. At the interface itself the fluctuations are larger and depend on how closely a point charge is approached. The cosine potential is therefore an average across the width of the transistor, not the potential at each point.

Air is included by letting the potential above the film fall as $e^{-ky}$. With $s=t+d-y$, the film potential is $\cosh ks+b\sinh ks$. Continuity of flux at $s=0$ requires $\varepsilon_skb=\varepsilon_0k$, so $b=\varepsilon_0/\varepsilon_s$ and
$$C_s=\varepsilon_sk\,\frac{\varepsilon_s\tanh kd+\varepsilon_0}{\varepsilon_s+\varepsilon_0\tanh kd}.$$

Screening charge that responds linearly, with density $-\beta u$, changes the film equation to $f''=q^2f$ with $q^2=k^2+\beta/\varepsilon_s$. With no flux through the top, $C_s=\varepsilon_sq\tanh qd$. For subgap states of density $g$ per volume and energy, in static equilibrium, $\beta=e^2g$. For electrons of sheet density $n$ spread evenly through the film, $\beta=en/(dV_T)$.

| film at 1000 nm period | $C_s$ (nF/cm²) | true $\varphi_k$ (mV) | Robin error |
|---|---|---|---|
| bare | 13.7 | 15.2 | 9.2 % |
| air above | 18.8 | 13.9 | 8.3 % |
| $g=10^{17}$ cm⁻³eV⁻¹ | 70.0 | 7.4 | 4.2 % |
| $n=10^{9}$ cm⁻² | 19.6 | 13.7 | 8.2 % |
| $n=2.2\times10^{11}$ cm⁻² | 539 | 1.4 | 0.8 % |

Subgap states are the largest off-state correction among these. At the density chosen they halve the potential, a change greater than the Robin error itself; the drop would be about 10 % at $g=10^{16}$ and 87 % at $g=10^{18}$ cm⁻³eV⁻¹. An uncertain density of states can therefore hide the choice of boundary condition. Traps too slow to follow the change would screen less. The last row corresponds to the gate 1 V above threshold, where electrons in the film take over the screening and the Robin condition does little harm to the potential. That row is an estimate, because real accumulated electrons gather near the interface and screen more strongly. With their equilibrium profile in place of an even spread, the potential is about 1.0 mV and the Robin error 0.6 %. In the fourth row $\varphi_k$ is about half of $V_T$, yet the linear response remains close: with the full exponential density the cosine amplitude stays at 13.7 mV, while the crest falls to 13.3 mV and the trough deepens to $-14.0$ mV.

Field penetration into the gate and leakage through the oxide matter little here. With linear screening, a screening length of 2 nm in the doped silicon gate acts like 0.67 nm of additional oxide and lowers $C(k)$ by 0.5 %. If the gate is n-type, depletion at a bias of +10 V raises this to about 1.3 %. A gate bias of 10 V puts 1 MV/cm across the oxide, against a breakdown field of roughly 10 MV/cm for good thermal oxide. The tunnelling exponent for a 3 eV barrier and half the free-electron mass is about 250, so tunnelling through the ideal oxide is negligible. Further values are in the numerical output.

## Numbers as computed

```
insulator: t = 100 nm, relative permittivity 3.9
film: d = 40 nm, relative permittivity 10
temperature 300 K, thermal voltage 25.85 mV
Robin capacitance C0 = 34.53 nF/cm^2
period 1000 nm: k = 0.006283 1/nm, kt = 0.6283
factor F = 1.1283, grid value 1.1283
true capacitance C(k) = 38.96 nF/cm^2
gate-side charge / Robin value = 0.9371, grid 0.9371
grid error of gate-side charge at kt = 5.03: coarse 1.18 %, fine 0.29 %
energy parts of F: vertical 1.0032, lateral 0.1250
upper bound 1+(kt)^2/3 = 1.1316
quartic series coefficient = -0.022222
film capacitance = 13.69 nF/cm^2
interface charge amplitude = 5.0e+09 e/cm^2
potential amplitude: true 15.21 mV, Robin 16.61 mV
Robin overestimate of potential = 9.18 %
Robin error of electron density at crest = 5.55 %
wavelength nm | kt | F | C(k) nF/cm^2 | Robin potential error %
4000 | 0.1571 | 1.0082 | 34.81 | 0.80
2000 | 0.3142 | 1.0327 | 35.66 | 2.97
1000 | 0.6283 | 1.1283 | 38.96 | 9.18
500 | 1.2566 | 1.4782 | 51.04 | 19.16
200 | 3.1416 | 3.1533 | 108.89 | 27.44
F-1 = 1 % at kt = 0.1734, wavelength = 36.24 t = 3624 nm
F-1 = 10 % at kt = 0.5532, wavelength = 11.36 t = 1136 nm
stripes: rms width 50 nm, period 1000 nm, peak charge 5.0e+09 e/cm^2
stripe peak potential: full 9.539 mV, Robin 10.534 mV, improved 9.413 mV
stripe peak error: Robin 10.43 %, improved -1.32 %
contact decay length: true 119.01 nm, Robin 103.90 nm
factor kappa t cot(kappa t) at true decay = 0.7528
subgap states 1.0e+17 /cm^3/eV; electrons off 1.0e+09, 1 V on 2.16e+11 /cm^2
case | film capacitance nF/cm^2 | true amplitude mV | Robin error %
bare film | 13.69 | 15.214 | 9.18
air above film | 18.80 | 13.870 | 8.31
subgap states | 70.02 | 7.350 | 4.24
electrons, off | 19.59 | 13.683 | 8.18
electrons, 1 V on | 538.82 | 1.386 | 0.77
doped gate: screening length 2.0 nm, permittivity 11.7, extra thickness 0.67 nm
doped gate: change of C(k) = -0.51 %
oxide field at 10 V = 1.00 MV/cm
tunnelling: barrier 3.0 eV, mass 0.5, exponent 251
```
